# Does a transparency window prove split modes in coupled resonators?: test program

```python
"""Two coupled resonators: a transparency window without split eigenfrequencies.
Claim: real eigenfrequencies split only for g > g_EP = |gamma1-gamma2|/2,
whereas the transmission window opens at a different coupling g_w.
gamma_in: amplitude decay of resonator 1 into the input bus
gamma_o : all other amplitude decay of resonator 1 (drop bus and loss)
gamma1 = gamma_in + gamma_o; gamma2: amplitude decay of resonator 2
g: coupling rate; detuning: drive frequency minus common resonance frequency.
All rates are divided by 2 pi and given in GHz; time dependence exp(-i omega t).
"""
import numpy as np
from scipy.constants import c, pi
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def response(detuning, gin, go, g2, g, mismatch=0.0):
    """Solve the driven equations directly; return t and both amplitudes."""
    d = np.atleast_1d(detuning).astype(float)
    m = np.zeros((d.size, 2, 2), complex)
    m[:, 0, 0] = gin + go - 1j * d
    m[:, 1, 1] = g2 - 1j * (d - mismatch)
    m[:, 0, 1] = m[:, 1, 0] = 1j * g
    source = np.zeros((d.size, 2, 1), complex)
    source[:, 0, 0] = np.sqrt(2 * gin)
    a = np.linalg.solve(m, source)[:, :, 0]
    return 1 - np.sqrt(2 * gin) * a[:, 0], a


def power(detuning, *args):
    return abs(response(detuning, *args)[0])**2


def has_window(gin, go, g2, g):
    h = 1e-3 * min(gin + go, g2)
    T = power([0, h], gin, go, g2, g)
    return T[0] > T[1]


def hamiltonian(g1, g2, g, mismatch=0.0):
    return np.array([[-1j * g1, g], [g, mismatch - 1j * g2]])


def real_splitting(g1, g2, g, mismatch=0.0):
    w = np.linalg.eigvals(hamiltonian(g1, g2, g, mismatch))
    return abs(w[0].real - w[1].real)


def window_threshold(gin, go, g2):
    g1 = gin + go
    qa = go + 2 * g2
    qb = g2 * (2 * go * (g1 + g2) - g1**2 - g2**2)
    qc = -go * g2**4
    return np.sqrt((-qb + np.sqrt(qb**2 - 4 * qa * qc)) / (2 * qa))


def dip_position(gin, go, g2, g):
    g1 = gin + go
    C = g2 * (go * g2 + g**2)
    B = g1**2 + g2**2 - 2 * g**2
    E = (g1 * g2 + g**2)**2
    return np.sqrt((-C + np.sqrt(C**2 + go * (go * E - C * B))) / go)


def count_minima(T):
    return int(np.sum((T[1:-1] < T[:-2]) & (T[1:-1] < T[2:])))


# General tests on random resonators
rng = np.random.default_rng(4)
for _ in range(250):
    g1, g2 = rng.uniform(0.2, 5, 2)
    go = g1 * rng.uniform(0.1, 0.9)
    gin = g1 - go
    gw = window_threshold(gin, go, g2)
    assert has_window(gin, go, g2, 1.05 * gw)
    assert not has_window(gin, go, g2, 0.95 * gw)
    gep = abs(g1 - g2) / 2
    assert real_splitting(g1, g2, 0.9 * gep) < 1e-7
    assert real_splitting(g1, g2, 1.1 * gep) > 0.5 * gep
    if g2 > g1:
        assert not has_window(gin, go, g2, rng.uniform(0.05, 0.99) * gep)
    g, d = rng.uniform(0.1, 5, 2)
    t, a = response(d, gin, go, g2, g)
    lost = 2 * go * abs(a[0, 0])**2 + 2 * g2 * abs(a[0, 1])**2
    x = d**2
    formula = (4 * gin * (go * x + g2 * (go * g2 + g**2))
               / (x**2 + (g1**2 + g2**2 - 2 * g**2) * x
                  + (g1 * g2 + g**2)**2))
    assert abs(abs(t[0])**2 + lost - 1) < 1e-11
    assert abs(1 - abs(t[0])**2 - formula) < 1e-11
# With no other decay of resonator 1, the window needs split frequencies
gw_zero = np.sqrt((3.0**2 + 0.2**2) / 2)
assert not has_window(3.0, 0.0, 0.2, 0.98 * gw_zero)
assert has_window(3.0, 0.0, 0.2, 1.02 * gw_zero)
assert gw_zero > (3.0 - 0.2) / 2

# Silicon microring example (rough typical device values)
wavelength = 1550e-9
f0 = c / wavelength / 1e9
gin, drop, loss = 10.0, 9.5, 0.5
go, g2 = drop + loss, 0.5
g1 = gin + go
g_low, g_high = 6.0, 15.0
gep = (g1 - g2) / 2
gw = window_threshold(gin, go, g2)
assert gw < g_low < gep < g_high
grid = np.linspace(-80, 80, 8001)
T_low = power(grid, gin, go, g2, g_low)
assert count_minima(T_low) == 2
assert has_window(gin, go, g2, gep)

dips = {}
for g in (g_low, g_high):
    dips[g] = dip_position(gin, go, g2, g)
    found = minimize_scalar(lambda d: power(d, gin, go, g2, g)[0],
                            bounds=(0.01, 60), method="bounded",
                            options={"xatol": 1e-8})
    assert abs(found.x - dips[g]) < 1e-3
T_center = power(0, gin, go, g2, g_low)[0]
T_dip = power(dips[g_low], gin, go, g2, g_low)[0]

# Two responses with one common centre
root = np.sqrt(gep**2 - g_low**2)
broad, narrow = (g1 + g2) / 2 + root, (g1 + g2) / 2 - root
rates = np.sort(-np.linalg.eigvals(hamiltonian(g1, g2, g_low)).imag)
assert np.allclose(rates, [narrow, broad], atol=1e-10)
A_broad = (broad - g2) / (broad - narrow)
A_narrow = (g2 - narrow) / (broad - narrow)
part_broad = 2 * gin * A_broad / (broad - 1j * grid)
part_narrow = 2 * gin * A_narrow / (narrow - 1j * grid)
t_direct = response(grid, gin, go, g2, g_low)[0]
assert np.max(abs(1 - part_broad - part_narrow - t_direct)) < 1e-11
assert A_narrow < 0
T_broad_only = abs(1 - part_broad)**2
assert count_minima(T_broad_only) == 1
assert abs(grid[np.argmin(T_broad_only)]) < 1e-9
term_broad = 2 * gin * A_broad / broad
term_narrow = 2 * gin * A_narrow / narrow

# Least other decay for an unsplit window, total gamma1 held fixed
u = gep**2
go_min = ((g2 * u * (g1**2 + g2**2) - 2 * g2 * u**2)
          / (u**2 + 2 * g2 * u * (g1 + g2) - g2**4))
assert has_window(g1 - 1.03 * go_min, 1.03 * go_min, g2, gep)
assert not has_window(g1 - 0.97 * go_min, 0.97 * go_min, g2, gep)

# Converse: equal damping, split frequencies, no window
g2_equal = g1
split_equal = real_splitting(g1, g2_equal, g_low)
T_equal = power(grid, gin, go, g2_equal, g_low)
assert abs(split_equal - 2 * g_low) < 1e-9
assert count_minima(T_equal) == 1
gw_equal = window_threshold(gin, go, g2_equal)


def ringdown(g, step=1e-4, count=1500):
    """Resonator 2 amplitude after resonator 1 starts at one; time in ns."""
    U = expm(-2j * pi * hamiltonian(g1, g2, g) * step)
    state = np.array([1, 0], complex)
    values = []
    for _ in range(count):
        state = U @ state
        values.append(-state[1].imag)
    return step * np.arange(1, count + 1), np.array(values)


time, a2_low = ringdown(g_low)
assert np.all(a2_low > 0)
peak_time = np.log(broad / narrow) / (2 * pi * (broad - narrow))
assert abs(time[np.argmax(a2_low)] - peak_time) < 2e-4
time, a2_high = ringdown(g_high)
half_split = np.sqrt(g_high**2 - gep**2)
assert abs(real_splitting(g1, g2, g_high) - 2 * half_split) < 1e-9
zero_time = 1 / (2 * half_split)
first_zero = time[np.where(a2_high < 0)[0][0]]
assert abs(first_zero - zero_time) < 2e-4

# Round-trip model with directional couplers
radius, group_index = 10e-6, 4.2
fsr = c / (group_index * 2 * pi * radius) / 1e9


def round_trip_T(d, spacing):
    z = np.exp(2j * pi * d / spacing)
    r1 = np.exp(-2 * pi * gin / spacing)
    b1 = np.exp(-2 * pi * go / spacing)
    b2 = np.exp(-2 * pi * g2 / spacing)
    r2 = np.cos(2 * pi * g_low / spacing)
    ring2 = (r2 - b2 * z) / (1 - r2 * b2 * z)
    t = (r1 - b1 * ring2 * z) / (1 - r1 * b1 * ring2 * z)
    poles = np.roots([r1 * b1 * b2, -r2 * (b2 + r1 * b1), 1])
    return abs(t)**2, poles


T_trip, poles = round_trip_T(grid, fsr)
trip_error = np.max(abs(T_trip - T_low))
trip_error_wide = np.max(abs(round_trip_T(grid, 10 * fsr)[0] - T_low))
assert trip_error < 0.02 and trip_error_wide < trip_error / 5
assert count_minima(T_trip) == 2
assert np.max(abs(np.imag(poles))) < 1e-12 and np.min(np.real(poles)) > 1
trip_rates = np.sort(np.log(np.real(poles)) * fsr / (2 * pi))
assert np.allclose(trip_rates, [narrow, broad], rtol=0.02)

# Neglected effects; coefficients are rough inputs
mismatch = 1.0
split_mismatch = real_splitting(g1, g2, g_low, mismatch)
small = 0.01
slope = (g1 - g2) / (2 * root)
assert abs(real_splitting(g1, g2, g_low, small) / small - slope) < 1e-4
inside = np.linspace(-dips[g_low], dips[g_low], 2001)
T_mismatch = np.max(power(inside, gin, go, g2, g_low, mismatch))
dndT = 1.8e-4
thermal_shift = f0 * dndT / group_index
width_shift = f0 * 1e-9 / wavelength  # one nm of wavelength per nm of width

backscatter = 0.5
H4 = np.zeros((4, 4), complex)
H4[:2, :2] = H4[2:, 2:] = hamiltonian(g1, g2, g_low)
H4[1, 3] = H4[3, 1] = backscatter
w4 = np.linalg.eigvals(H4)
spread = np.ptp(w4.real)
a4 = np.linalg.solve(1j * H4, np.array([np.sqrt(2 * gin), 0, 0, 0]))
T_back = abs(1 - np.sqrt(2 * gin) * a4[0])**2

input_power, thermal_resistance = 1e-6, 2e4
a_center = response(0, gin, go, g2, g_low)[1][0]
ring2_fraction = 2 * g2 * abs(a_center[1])**2
ring2_power = ring2_fraction * input_power
heat_shift = ring2_power * thermal_resistance * thermal_shift
power_for_GHz = input_power / heat_shift
energy = ring2_power / (4 * pi * g2 * 1e9)
intensity = energy * fsr * 1e9 / 0.1e-12
kerr_n2, two_photon = 5e-18, 8e-12
kerr_shift = f0 * kerr_n2 * intensity / group_index
tpa_rate = two_photon * intensity * c / group_index / (4 * pi) / 1e9
assert kerr_shift < 0.01 * g2 and tpa_rate < 0.01 * g2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


to_nm = wavelength**2 / c * 1e9 * 1e9
show("Wavelength", wavelength * 1e9, "nm")
show("Optical frequency", f0 / 1e3, "THz", 5)
show("Ring 1 decay into input bus", gin, "GHz")
show("Ring 1 decay into drop bus", drop, "GHz")
show("Ring 1 internal loss", loss, "GHz")
show("Ring 1 total decay gamma1", g1, "GHz")
show("Ring 2 decay gamma2", g2, "GHz")
show("Ring 1 loaded Q", f0 / (2 * g1))
show("Ring 2 Q without coupling to ring 1", f0 / (2 * g2))
show("Window threshold g_w", gw, "GHz")
show("Splitting threshold g_EP", gep, "GHz")
show("Least gamma_o for unsplit window, gamma1 fixed", go_min, "GHz")
show("LOW coupling g", g_low, "GHz")
show("Low: real eigenfrequency splitting",
     real_splitting(g1, g2, g_low), "GHz")
show("Low: broad mode decay", broad, "GHz")
show("Low: narrow mode decay", narrow, "GHz")
show("Low: dip spacing", 2 * dips[g_low], "GHz")
show("Low: dip spacing in wavelength", 2 * dips[g_low] * to_nm, "nm")
show("Low: transmission at centre", T_center)
show("Low: transmission at dips", T_dip)
show("Low: broad term of 1-t at centre", term_broad)
show("Low: narrow term of 1-t at centre", term_narrow)
show("Low: centre transmission, broad term only", abs(1 - term_broad)**2)
show("Low: ring 2 ring-down peak time", peak_time * 1e3, "ps")
show("HIGH coupling g", g_high, "GHz")
show("High: real eigenfrequency splitting", 2 * half_split, "GHz")
show("High: dip spacing", 2 * dips[g_high], "GHz")
show("High: first ring-down zero of ring 2", zero_time * 1e3, "ps")
show("EQUAL damping: gamma2", g2_equal, "GHz")
show("Equal: real splitting at low coupling", split_equal, "GHz")
show("Equal: window threshold", gw_equal, "GHz")
show("Equal: transmission at centre", T_equal[len(grid) // 2])
show("Ring radius", radius * 1e6, "um")
show("Group index (rough)", group_index)
show("Free spectral range", fsr, "GHz")
show("Round-trip model: largest change of T", trip_error)
show("Round-trip model: narrow decay", trip_rates[0], "GHz")
show("Round-trip model: broad decay", trip_rates[1], "GHz")
show("Shift for 1 nm width error (rough)", width_shift, "GHz")
show("Thermal shift magnitude (rough)", thermal_shift, "GHz/K")
show("Ring frequency mismatch tried", mismatch, "GHz")
show("Temperature difference for it", mismatch / thermal_shift, "K")
show("Real splitting with mismatch", split_mismatch, "GHz")
show("Window peak transmission with mismatch", T_mismatch)
show("Ring 2 backscatter rate tried (rough)", backscatter, "GHz")
show("Spread of real frequencies, backscatter", spread, "GHz")
show("Centre transmission with backscatter", T_back)
show("Input power", input_power * 1e6, "uW")
show("Thermal resistance (rough)", thermal_resistance, "K/W")
show("Fraction of input lost in ring 2", ring2_fraction)
show("Self-heating shift, all loss as heat", heat_shift, "GHz")
show("Input power for 1 GHz, linear estimate", power_for_GHz * 1e6, "uW")
show("Kerr shift magnitude (rough)", kerr_shift, "GHz")
show("Two-photon amplitude decay (rough)", tpa_rate, "GHz")
print("verified")
```

Output:

```
Wavelength: 1550 nm
Optical frequency: 193.41 THz
Ring 1 decay into input bus: 10 GHz
Ring 1 decay into drop bus: 9.5 GHz
Ring 1 internal loss: 0.5 GHz
Ring 1 total decay gamma1: 20 GHz
Ring 2 decay gamma2: 0.5 GHz
Ring 1 loaded Q: 4835
Ring 2 Q without coupling to ring 1: 1.934e+05
Window threshold g_w: 0.3223 GHz
Splitting threshold g_EP: 9.75 GHz
Least gamma_o for unsplit window, gamma1 fixed: 0.9091 GHz
LOW coupling g: 6 GHz
Low: real eigenfrequency splitting: 1.409e-16 GHz
Low: broad mode decay: 17.94 GHz
Low: narrow mode decay: 2.565 GHz
Low: dip spacing: 12 GHz
Low: dip spacing in wavelength: 0.09616 nm
Low: transmission at centre: 0.6125
Low: transmission at dips: 0.000591
Low: broad term of 1-t at centre: 1.265
Low: narrow term of 1-t at centre: -1.048
Low: centre transmission, broad term only: 0.07019
Low: ring 2 ring-down peak time: 20.14 ps
HIGH coupling g: 15 GHz
High: real eigenfrequency splitting: 22.8 GHz
High: dip spacing: 30 GHz
High: first ring-down zero of ring 2: 43.86 ps
EQUAL damping: gamma2: 20 GHz
Equal: real splitting at low coupling: 12 GHz
Equal: window threshold: 13.37 GHz
Equal: transmission at centre: 0.006818
Ring radius: 10 um
Group index (rough): 4.2
Free spectral range: 1136 GHz
Round-trip model: largest change of T: 0.00155
Round-trip model: narrow decay: 2.567 GHz
Round-trip model: broad decay: 17.93 GHz
Shift for 1 nm width error (rough): 124.8 GHz
Thermal shift magnitude (rough): 8.289 GHz/K
Ring frequency mismatch tried: 1 GHz
Temperature difference for it: 0.1206 K
Real splitting with mismatch: 1.267 GHz
Window peak transmission with mismatch: 0.6129
Ring 2 backscatter rate tried (rough): 0.5 GHz
Spread of real frequencies, backscatter: 1.134 GHz
Centre transmission with backscatter: 0.5584
Input power: 1 uW
Thermal resistance (rough): 2e+04 K/W
Fraction of input lost in ring 2: 0.3403
Self-heating shift, all loss as heat: 0.05641 GHz
Input power for 1 GHz, linear estimate: 17.73 uW
Kerr shift magnitude (rough): 0.0001417 GHz
Two-photon amplitude decay (rough): 2.796e-05 GHz
verified
```
